\section*{Finding [110] on a silicon wafer from a fan of etched slots}

\section{A groove that comes out too wide}

A long slot in the mask on a (100) silicon wafer is etched in hot potassium hydroxide (KOH). If the slot runs along [110], its side walls become slow-etching $\{111\}$ planes and the groove hardly grows under the mask. If the slot is turned by a fraction of a degree, the groove comes out wider. The flat ground on the wafer's rim marks [110] only roughly, so a mask aligned to the flat inherits its error.

The crystal itself can supply a better reference. A row of slots is printed at known angles $\phi_i$ to the flat, etched, and measured. The obvious rule is to take the narrowest slot as the [110] direction. To see what this rule wastes, one needs the law by which the width depends on angle.

\section{How a misaligned edge moves}

Let $\phi_0$ be the angle of the true [110] direction and $\delta=\phi-\phi_0$ the misalignment of a slot. Angles are in degrees, except in trigonometric functions and their expansions, where they are in radians.

Consider first a perfect $\{111\}$ wall. It makes the angle $\theta$ with the wafer surface, where $\cos\theta=1/\sqrt3$, so $\theta=54.74^\circ$ and $\sin\theta=\sqrt{2/3}$. If the wall recedes at the rate $R_{111}$ along its own normal, its line of intersection with the surface moves sideways by a distance whose projection on that normal is $R_{111}t$. The projection factor is $\sin\theta$, hence
\begin{equation}
r_0=\frac{R_{111}}{\sin\theta}
\end{equation}
is the recession rate in the wafer plane.

A misaligned edge is modelled as a staircase: long facets along [110], joined by small jogs. Put $x$ along [110] and $y$ across it, pointing under the mask. Initially the edge follows $y=x\tan|\delta|$. At each jog a corner of silicon is exposed and etches quickly, so the jog runs towards negative $x$ at a speed $v$, taken to be independent of the jog density. The profile is carried along with the jogs while the facets recede:
\begin{equation}
y(x,t)=r_0t+(x+vt)\tan|\delta| .
\end{equation}
At fixed $x$ the edge has advanced by $r_0t+vt\tan|\delta|$ along $y$. The edge normal is inclined by $|\delta|$ to $y$, so the undercut measured across the slot is this advance times $\cos\delta$:
\begin{equation}
u=t\left(r_0\cos\delta+v|\sin\delta|\right).
\end{equation}
A half turn about the wafer normal is a symmetry of the crystal and exchanges the two edges, so both have the same undercut. With mask opening $w$, the measured width is
\begin{equation}
W=w+2t\left(r_0\cos\delta+v|\sin\delta|\right).
\label{eq:law}
\end{equation}
The mirror plane containing [110] and the wafer normal turns $\delta$ into $-\delta$, which is why $W$ must be even. For small angles $\cos\delta\approx1$ and $|\sin\delta|\approx|\delta|$, and the law becomes a symmetric cusp,
\begin{equation}
W=A+B|\phi-\phi_0|,\qquad A=w+2r_0t,\qquad B=2vt\,\frac{\pi}{180^\circ}.
\label{eq:cusp}
\end{equation}

The example has $w=20\,\mu$m, $t=120$ min, $R_{111}=0.010\,\mu$m/min and $v=1.5\,\mu$m/min. Then $r_0=0.01225\,\mu$m/min, the facets contribute $2r_0t=2.94\,\mu$m, and
\begin{equation}
B=2(1.5)(120)\frac{\pi}{180}=6.283\ \mu\mathrm{m/deg}.
\end{equation}
As a check on the step from discrete jogs to this smooth law, jogs were allowed to hop at random with mean speed $v$. At $1^\circ$ they gave a one-edge undercut of $4.609\,\mu$m, against $4.611\,\mu$m from the law.

\subsection*{When the jogs run out}

The width is measured at the midpoint of a slot of length $L$, and the slot ends are assumed to send out no new jogs. The midpoint can then receive only the jogs that started within $L/2$ of it. Equation (\ref{eq:law}) therefore requires $vt<L/2$. Here $L=3000\,\mu$m, so the jogs have travelled $180\,\mu$m out of an available $1500\,\mu$m, and the supply lasts 1000 min.

After that time the sweep $vt$ is replaced by its limit, and to leading order in $\delta$
\begin{equation}
W\approx w+2r_0t+L|\delta| .
\end{equation}
The cusp survives, but its slope is now set by the slot length and no longer by the jog speed. At 2000 min and $1^\circ$ the unlimited law would give $76.8\,\mu$m per edge, while the hopping jogs give $50.7\,\mu$m. Within the first regime $B$ grows in proportion to $t$, so a longer etch sharpens the cusp.

\section{What the narrowest slot throws away}

Let the fan have $N=41$ slots from $-2^\circ$ to $2^\circ$ in steps of $0.1^\circ$. Synthetic widths are made from (\ref{eq:law}) with a hidden offset $\phi_0=0.37^\circ$ and independent Gaussian errors of standard deviation $\sigma=0.20\,\mu$m. Near the minimum they read:
\begin{center}
\begin{tabular}{lcccccc}
$\phi$ (deg) & 0.1 & 0.2 & 0.3 & 0.4 & 0.5 & 0.6\\
$W$ ($\mu$m) & 24.63 & 23.70 & 23.69 & 23.18 & 23.79 & 24.52
\end{tabular}
\end{center}
The narrowest slot is at $0.4^\circ$. This is the best answer the rule can give, and it is still wrong by $0.03^\circ$, because the rule can return nothing but a printed angle.

Noise makes matters worse. The slots at $0.3^\circ$ and $0.4^\circ$ lie $0.07^\circ$ and $0.03^\circ$ from the cusp, so their true widths differ by $6.283\times0.04=0.25\,\mu$m. The difference of two measured widths has a standard deviation of $\sqrt2\,\sigma=0.28\,\mu$m, so a wrong slot wins about one time in five. Over 4000 repetitions of the experiment the rule had a root-mean-square error of $0.042^\circ$. This figure belongs to the offset of the example: the error is smaller if a slot happens to lie on [110], and larger if [110] falls midway between two slots.

The rule uses the few slots that differ least from one another. The slots on the flanks are individually just as informative: moving the cusp by a small $d\phi_0$ changes every width by $B\,d\phi_0$ in magnitude, near or far. The remedy is to fit all the widths.

\section{Fitting a function with a kink}

We minimise
\begin{equation}
S(A,B,\phi_0)=\sum_{i=1}^{N}\left(W_i-A-B|\phi_i-\phi_0|\right)^2,\qquad B>0 .
\end{equation}
The derivative of $S$ with respect to $\phi_0$ in general jumps when $\phi_0$ passes a slot angle, and $S$ may have several local minima. A descent method started at one guess carries no guarantee. The kinks, however, sit at known places.

Suppose $\phi_k\le\phi_0\le\phi_{k+1}$. Then the signs $s_i=-1$ for $i\le k$ and $s_i=+1$ for $i>k$ are fixed, and $|\phi_i-\phi_0|=s_i(\phi_i-\phi_0)$. With $C=B\phi_0$ the model reads
\begin{equation}
W_i=A+B\,s_i\phi_i-C\,s_i ,
\end{equation}
which is linear in $(A,B,C)$. The three columns $1$, $s_i\phi_i$ and $s_i$ are independent if $N\ge3$. To see this, let $a+b\,s_i\phi_i-c\,s_i=0$ for all $i$. One side of the kink holds at least two different angles, which forces $b=0$. The two sides then give $a+c=0$ and $a-c=0$, so $a=c=0$. The linear fit is therefore unique.

The condition on $\phi_0$ becomes
\begin{equation}
B\phi_k\le C\le B\phi_{k+1},
\end{equation}
and subtracting the outer members shows that it contains $B\ge0$. These are linear inequalities, so the allowed region is a convex wedge, and $S$ is a convex quadratic function on it. There are two possibilities:
\begin{enumerate}
\item The unconstrained linear fit lies in the wedge. It is then the minimum for this interval, with $\phi_0=C/B$.
\item It lies outside. By convexity the minimum is on the boundary, where $C=B\phi_k$ or $C=B\phi_{k+1}$. The cusp then sits at a slot angle, and a straight-line fit of $W_i$ against $|\phi_i-\phi_k|$, or the same with $k+1$, gives $A$ and $B$.
\end{enumerate}
The tip of the wedge, $B=0$, is a constant width. It wins only if no candidate has a positive slope, and then the data show no upward cusp.

The algorithm makes $N-1$ interval fits and $N$ slot-angle fits, discards those that violate their conditions, and keeps the smallest $S$. For 41 slots this means 81 small linear problems. The result is the global minimum for $\phi_0$ inside the fan, with no starting guess. If the best cusp lies at an end slot or in one of the two end intervals, the fan may have missed [110] and should be shifted.

For the data above the fit gives $A=23.00\,\mu$m, $B=6.22\,\mu$m/deg and $\phi_0=0.3767^\circ$. The true values are $22.94\,\mu$m, $6.28\,\mu$m/deg and $0.3700^\circ$.

\section{How far to trust the angle}

Let the widths contain small errors $\varepsilon_i$, and write $g_i=|\phi_i-\phi_0|$. As long as the fitted cusp stays between the same two slots, the model changes by
\begin{equation}
dW_i=dA+g_i\,dB-B s_i\,d\phi_0 .
\end{equation}
Least squares leaves a residual $\varepsilon_i-dW_i$ that is orthogonal to the vectors $1$, $g$ and $s$. It is therefore orthogonal to any combination of them, in particular to $s^\perp$, the part of $s$ left after removing its projection on $1$ and $g$. Since $s^\perp\cdot1=s^\perp\cdot g=0$ and $s^\perp\cdot s=s^\perp\cdot s^\perp$, this gives
\begin{equation}
s^\perp\cdot\varepsilon+B\,(s^\perp\cdot s^\perp)\,d\phi_0=0 ,
\end{equation}
or
\begin{equation}
d\phi_0=-\frac{s^\perp\cdot\varepsilon}{B N_{\rm eff}},\qquad N_{\rm eff}=s^\perp\cdot s^\perp .
\label{eq:shift}
\end{equation}
The minus sign says that slots too wide on the right push the cusp to the left. For independent errors of equal variance, the variance of $s^\perp\cdot\varepsilon$ is $\sigma^2N_{\rm eff}$, and so
\begin{equation}
\mathrm{sd}(\phi_0)=\frac{\sigma}{B\sqrt{N_{\rm eff}}}.
\label{eq:sd}
\end{equation}
Removing the projections explicitly, with bars for averages over the slots,
\begin{equation}
N_{\rm eff}=\sum_i(s_i-\bar s)^2-\frac{\left[\sum_i(s_i-\bar s)(g_i-\bar g)\right]^2}{\sum_i(g_i-\bar g)^2}.
\end{equation}

If the slots lie in mirror pairs about $\phi_0$, then $\sum s_i=0$ and $\sum s_ig_i=\sum(\phi_i-\phi_0)=0$, so $N_{\rm eff}=N$. In the example 24 slots lie to the left of the cusp and 17 to the right. The imbalance removes $7^2/41=1.2$ from 41, the correlation with $g$ removes a further 3.7, and $N_{\rm eff}=36.06$ remains.

The noise is estimated from the fit itself. Three parameters were fitted, so
\begin{equation}
\hat\sigma=\sqrt{\frac{S_{\min}}{N-3}}=\sqrt{\frac{1.3827}{38}}=0.191\ \mu\mathrm{m},
\end{equation}
and the standard error is
\begin{equation}
\frac{0.1908}{6.2233\sqrt{36.06}}=0.0051^\circ .
\end{equation}
With the Student factor 2.024 for 38 degrees of freedom, the 95\% interval runs from $0.366^\circ$ to $0.387^\circ$ and contains the true value.

The derivation is linear, so it was tested on 4000 synthetic experiments. The fitted angles scattered by $0.00533^\circ$, against $0.00528^\circ$ from (\ref{eq:sd}) with the true parameters, and the intervals covered the truth in 94.7\% of cases. The scatter is about eight times smaller than the error of the narrowest-slot rule on the same data. With ten times the noise, $\sigma=2.0\,\mu$m, the predicted scatter of $0.053^\circ$ exceeds the $0.03^\circ$ to the nearest slot, so the cusp often crosses slot angles. The observed scatter was still within a few per cent of the formula, since one crossing changes only one sign out of 41.

The angular span does not appear in (\ref{eq:sd}) for a centred fan. At fixed $N$, $\sigma$ and $B$, a 40-slot fan gave a scatter of $0.00496^\circ$ at full span and $0.00501^\circ$ at half span, against a predicted $0.00503^\circ$. A narrower fan thus costs almost no precision, provided that it stays centred on $\phi_0$, to within a small fraction of its span, and is still wide enough to determine the slope $B$. With the present noise a half-span of $0.2^\circ$ suffices on an accurately cut wafer, but at $0.05^\circ$, ten times the error sought, the scatter is already clearly above the formula. One advantage of a narrower fan is that it asks less of the assumption of constant jog speed. Its danger is a tilted wafer surface, treated below, which flattens the bottom of the cusp: the fan must reach well beyond the flat part.

\section{Errors that the residuals may hide}

Equation (\ref{eq:shift}) holds for any small disturbance, random or not. It shows which faults of the experiment imitate a rotation of the crystal. In a fan centred on the cusp they are those that widen one flank relative to the other; in an off-centre fan a disturbance that is even about the cusp can also shift the angle.

\subsection*{A temperature gradient along the row}

If the slots are laid out in order of angle, position and angle are tied together. Let both etch rates vary as $\exp(-E_a/k_BT)$, so that a temperature change $\Delta T$ alters them by the fraction $\eta=E_a\Delta T/(k_BT^2)$. With $E_a=0.6$ eV, $T=353$ K and $\Delta T=\pm0.1$ K at the two ends of the row, $\eta=0.56\%$.

Take a fan centred on the cusp, with $\phi_0=0$ and half-span $\Phi$. The undercut $a+B|\phi|$, with $a=2r_0t$, is multiplied by $1+\eta\phi/\Phi$, so the disturbance is $\varepsilon_i=\eta(\phi_i/\Phi)(a+B|\phi_i|)$. Here $s^\perp=s$ and $N_{\rm eff}=N$, and $s_i\phi_i=|\phi_i|$. Equation (\ref{eq:shift}) gives
\begin{align}
d\phi_0&=-\frac{\eta}{BN\Phi}\sum_i\left(a|\phi_i|+B\phi_i^2\right)\nonumber\\
&\approx-\frac{\eta}{B\Phi}\left(\frac{a\Phi}{2}+\frac{B\Phi^2}{3}\right)
=-\eta\left(\frac{a}{2B}+\frac{\Phi}{3}\right),
\end{align}
where the averages of $|\phi|$ and $\phi^2$ over a dense uniform fan are $\Phi/2$ and $\Phi^2/3$. For $\Phi=2^\circ$ the bracket is $0.234^\circ+0.667^\circ=0.901^\circ$ and the shift is $-0.0050^\circ$, which a complete refit of a centred fan confirmed. In the fan of the example, whose cusp is off centre, the refit gives a shift of $-0.0046^\circ$ and (\ref{eq:shift}) gives $-0.0045^\circ$.

This is nearly as large as the statistical error, yet it leaves a root-mean-square residual of just $0.025\,\mu$m, well below the noise. A good fit is no protection here. A second row with the slots in reverse order is. If it sees the same gradient, $\eta$ changes sign, and the average of the two fitted angles cancels the shift to first order. In the example $-0.00004^\circ$ remains. With independent noise in the second row, the average also has a statistical error smaller by a factor of about $\sqrt2$.

\subsection*{Jogs that slow down when crowded}

Suppose the jog speed falls linearly with $|\delta|$, by 5\% at $2^\circ$. The disturbance is then proportional to $-\delta^2$. It is even about the cusp and drops out of (\ref{eq:shift}) if the slots are mirror pairs about $\phi_0$. The fan of the example is not centred, and the angle shifts by $-0.0022^\circ$.

The cure is to fit once, keep the slots in a window centred on the fitted cusp, and fit again. This leaves 33 slots and a shift of $0.0004^\circ$, which persists because the remaining slots are not perfect mirror pairs. The price is a rise of the statistical error from $0.0053^\circ$ to $0.0055^\circ$.

\subsection*{A wafer cut slightly off (100)}

Let the surface normal be tilted by $\varepsilon$ towards [110]. With $x$ along [110] and $z$ along [001], the surface normal and the two wall normals are
\begin{equation}
n=(\sin\varepsilon,0,\cos\varepsilon),\qquad m_\pm=(0,\pm\sin\theta,\cos\theta).
\end{equation}
A wall meets the surface along
\begin{equation}
n\times m_\pm=(\mp\cos\varepsilon\sin\theta,\,-\sin\varepsilon\cos\theta,\,\pm\sin\varepsilon\sin\theta).
\end{equation}
The projection of [110] on the surface has the direction $(\cos\varepsilon,0,-\sin\varepsilon)$. The component of the trace along it is $\mp\sin\theta(\cos^2\varepsilon+\sin^2\varepsilon)=\mp\sin\theta$, and the component across it is $-\sin\varepsilon\cos\theta$. The two traces are therefore turned by opposite angles $\pm\alpha$, with
\begin{equation}
\tan\alpha=\sin\varepsilon\cot\theta .
\end{equation}
For $\varepsilon=0.3^\circ$ this gives $\alpha=0.212^\circ$. Each edge now has its own cusp, and a fit to one edge is wrong by the whole of $\alpha$, forty times the statistical error of the full-width fit.

The total width behaves differently. If the rates are unchanged by the tilt,
\begin{equation}
W=A+\frac B2\left(|\delta-\alpha|+|\delta+\alpha|\right)=A+B\max(|\delta|,\alpha).
\end{equation}
The cusp acquires a flat floor, raised by $B\alpha=1.33\,\mu$m, but its centre stays put. A sharp cusp fitted to this floor still moves a little, for two reasons. The raised floor is a disturbance even about the cusp, which shifts the angle in an off-centre fan: for $\phi_0=0.35^\circ$, where the slots on the floor are mirror pairs, the shift is $0.0029^\circ$. In addition the slots may sample the floor unevenly, which in a nearly centred fan with the same placement of slots as in the example gives $-0.0014^\circ$. In the example the two partly cancel and $0.0012^\circ$ remains. For offsets up to $1^\circ$ from the centre of the fan the shift reaches about $0.01^\circ$, and it grows further towards the ends, to about $0.017^\circ$ in magnitude near $1.5^\circ$. This is the reason for measuring the full opening. Unlike the temperature gradient, the miscut shows itself: its root-mean-square residual of $0.21\,\mu$m is as large as the noise and is concentrated near the minimum. A tilt across the slots, which may give the two edges different rates, is not included in this estimate.

\section{The result beside a real etch}

The parameters are rough values for KOH near 80 $^\circ$C, where the (100) face etches at about $1\,\mu$m/min and $\{111\}$ roughly a hundred times more slowly. The jog speed is the least certain of them; it depends on the bath, but the fit determines $B$ from the data and does not need it beforehand. At these rates a well-aligned $20\,\mu$m slot closes to a V-groove of depth $(w/2)\tan\theta\approx14\,\mu$m after about 14 min. For the rest of the 120 min only the walls are etched, and the model assumes that the jog speed stays the same. Of the departures from the model examined here, a tilted surface does the most harm to a one-edge fit: the assumed $0.3^\circ$ tilt moves the one-edge result by $0.21^\circ$, but the full-width result by only $0.001^\circ$ in the example and by up to about $0.01^\circ$ for other positions of the cusp within $1^\circ$ of the centre of the fan. The temperature difference and the jog slowdown are assumed sizes, to be replaced by those of the bath in use.

Rounding both slot ends to a mask grid of $0.05\,\mu$m can turn a slot by up to $0.001^\circ$, which is taken here as a generous allowance for the fitted angle, and the small-angle form of the law contributes $-0.00002^\circ$. The statistical error, the three shifts and the grid rounding combine in quadrature to $0.0074^\circ$ for a single fan. With gradient, slowdown, tilt and noise acting together, the root-mean-square error is $0.008^\circ$ or $0.007^\circ$, depending on the sign of the gradient. The figure is thus a scale for the example and not a confidence limit, because shifts of equal sign add directly, and at other offsets a tilt can cause both a larger shift and a larger statistical scatter.

On an accurately cut (100) wafer, what the effort buys in the example can be read from the cusp itself. A later groove with the same etch time, aligned with an error of $0.042^\circ$, is widened by $6.283\times0.042=0.26\,\mu$m. With an error of $0.0074^\circ$ the widening is $0.05\,\mu$m. While the jogs last, both figures grow in proportion to the etch time, so the better alignment matters most for long etches. On a wafer tilted along the slots by the assumed $0.3^\circ$, the cusp has a flat floor that reaches $0.21^\circ$ to either side. A misalignment smaller than this leaves the full width unchanged and only divides the undercut differently between the two edges. The narrowest-slot rule itself errs by more than $0.042^\circ$ on such a wafer, because four slots of the example lie on the floor and only noise separates their widths. The numerical output below lists the main values of the example.

\section*{Calculated quantities}
\begin{verbatim}
Slots 41, spacing 0.10 deg, half-span 2.0 deg
Slot length 3000 um, mask opening 20 um
Slot pitch 1.0 mm, row 40 mm
Etch time 120 min, {111} rate 0.010 um/min
Jog speed 1.50 um/min, width noise 0.20 um
Wall angle 54.74 deg, r0 0.01225 um/min
Jog travel 180 um, half slot 1500 um
Time at which jogs run out 1000 min
Base undercut, both edges 2.939 um
True A 22.939 um, true B 6.2832 um/deg
One-edge undercut at 1 deg: law 4.611 um
  same from hopping jogs 4.609 um
At 2000 min, 1 deg: law 76.85, jogs 50.67 um
Measured width at 0.1 deg: 24.630 um
Measured width at 0.2 deg: 23.696 um
Measured width at 0.3 deg: 23.691 um
Measured width at 0.4 deg: 23.183 um
Measured width at 0.5 deg: 23.792 um
Measured width at 0.6 deg: 24.515 um
Fitted A 23.000 um, fitted B 6.2233 um/deg
Fitted [110] angle 0.3767 deg, true 0.3700 deg
SSR 1.3827 um^2, estimated noise 0.1908 um
N_eff 36.06, standard error 0.0051 deg
Student factor 2.024 (95%, 38 degrees of freedom)
95% interval 0.3663 to 0.3870 deg
Repeated experiments 4000, interval coverage 0.9467
sd of angle: formula 0.00528, observed 0.00533 deg
Narrowest-slot rms error 0.0421 deg
Noise 2.0 um: observed/formula sd 1.019
Centred 40-slot fan: formula sd 0.00503 deg
  observed, full span 0.00496, half 0.00501 deg
Small-angle bias -0.000021 deg
Activation energy 0.6 eV, bath 353.15 K
End shift +/-0.1 K, rate change +/-0.558 %
Drift bias: refit -0.00455, formula -0.00452 deg
  rms residual it leaves 0.0252 um
  centred fan: refit -0.00503, formula -0.00503 deg
  mean of fan and reversed fan -0.000037 deg
Jog slowdown at 2 deg 5.0 %, bias -0.00223 deg
  centred window: 33 slots, bias 0.00036 deg
  centred window: statistical sd 0.00554 deg
Miscut 0.3 deg, trace rotation +/-0.2121 deg
  bias: one edge 0.2121, total width 0.00122 deg
  extra width at cusp 1.333 um, rms residual 0.209 um
Mask grid 0.05 um, angle rounding 0.00095 deg
Root-sum-square error, single fan 0.0074 deg
\end{verbatim}
